# The Lany-Zunger Image-Charge Correction for Cubic Supercells: Derivation and Limits, part 2

A defect of charge \(q\) is repeated on a cubic lattice of cells of volume \(V = L^3\), each neutralized by a uniform background of density \(-q/V\), in an isotropic linear dielectric of constant \(\varepsilon\). The image correction is \(E_{\rm corr} = E_{\rm iso} - E_{\rm per}\), isolated defect minus periodic array per cell. Units are Gaussian.

**Section 2.** The vacuum potential \(\phi\) of unit point charges at the lattice vectors, with their background, has cell average \(\langle\phi\rangle=0\). Below the nearest-image distance

\[ \phi(\mathbf r) = \frac1r - \frac{\alpha}{L} + \frac{2\pi}{3V}r^2 + O(r^4/L^5), \]

with a remainder of harmonics \(l\ge4\). The Hessian of \(\phi-1/r\) at the origin is \((4\pi/3V)\delta_{ab}\); a tetragonal cell with \(c/a=2\) was computed for contrast.

**Section 3.** For a localized free charge with second moment \(Q = \int \rho\, r^2\, d^3r\), the Makov-Payne (MP) result is

\[ E_{\rm MP} = \frac{q^2\alpha}{2\varepsilon L} - \frac{2\pi qQ}{3\varepsilon L^3}. \]

It was checked on an exponential charge of decay length \(0.04L\) (printed as a).

**Section 4.** For a point defect \(\rho_{\rm free} = q\,\delta(\mathbf r) - q/V\). The charged-minus-neutral density, without the background, is

\[ \Delta\rho = q\,\delta + \rho_b = \frac q\varepsilon\,\delta(\mathbf r) + \frac qV\left(1-\frac1\varepsilon\right), \]

where \(\rho_b\) is the bound (screening) charge. This form holds on lengths above the atomic spacing.

**Sections 5 and 6.** The Lany-Zunger step evaluates \(Q\) with \(\Delta\rho\) over the Wigner-Seitz (WS) cell, so that \(Q = q(1-1/\varepsilon)ML^2\) with \(M = \langle r^2\rangle_{\rm WS}/L^2\), and

\[ E_{\rm LZ} = \left[1 + c_{\rm sh}\left(1 - \frac1\varepsilon\right)\right]\frac{q^2\alpha}{2\varepsilon L}, \qquad c_{\rm sh} = -\frac{4\pi M}{3\alpha}. \]

With \(a\) the edge of the conventional cube:

| lattice | \(V\) | \(\alpha\) | \(M\) | \(c_{\rm sh}\) |
|---|---|---|---|---|
| sc | \(a^3\) | 2.837297 | 0.250000 | −0.36908 |
| fcc | \(a^3/4\) | 2.888282 | 0.236235 | −0.34260 |
| bcc | \(a^3/2\) | 2.888462 | 0.235630 | −0.34171 |

Section 7, which begins here, asks what this insertion does and does not prove.

**The screening charge is already counted.** The total charge in the cell is \(\Delta\rho - q/V = (q/\varepsilon)(\delta - 1/V)\). Its potential is \(\Phi = q\phi/\varepsilon\). The energy \(\tfrac12\int\rho_{\rm free}\Phi\) gets nothing from the background, since \(\langle\phi\rangle=0\), and from the point charge it gets \(-q^2\alpha/(2\varepsilon L)\) relative to the isolated value \(\Phi_{\rm iso} = q/(\varepsilon r)\). In the continuum model \(E_{\rm corr} = q^2\alpha/(2\varepsilon L)\) exactly. The uniform bound charge is what reduces the background from \(-q/V\) to \(-q/(\varepsilon V)\), so it belongs to the factor \(1/\varepsilon\). Section 3 calls for the moment of the free charge, and putting bound charge there counts the screening a second time. Relative to the monopole term the change is \(c_{\rm sh}(1-1/\varepsilon)\) at every \(L\).

**The expansion is used outside its range.** A uniform density filling the cell has no component at \(\mathbf G\ne0\) and no periodic interaction with the defect. For the cube the program tests \(\langle\phi\rangle=0\) by quadrature: \(\langle1/r\rangle = 2.380077/L\) and \(\langle\phi-1/r\rangle = -2.380077/L\). The kernel cut at second order averages to \((2.380077 - 2.837297 + \pi/6)/L = 0.06638/L\), so the harmonics \(l\ge4\) supply \(-0.06638/L\): for a charge of extent \(L\) they too scale as \(1/L\). Pairs of points within the uniform charge are up to \(\sqrt3L\) apart, beyond the radius \(L\) within which the series holds. The isolated reference would also contain a cell-shaped block of charge, which the isolated defect does not have.

**The result depends on the cell drawn.** A periodic energy is the same for every choice of unit cell, while \(M\) changes. For the primitive parallelepiped \(\mathbf r = \sum_is_i\mathbf a_i\), \(|s_i|\le\tfrac12\), one has \(\langle s_is_j\rangle = \delta_{ij}/12\) and \(\langle r^2\rangle = \sum_i|\mathbf a_i|^2/12\). This is \(3(a^2/2)/12 = a^2/8\) for fcc and \(3(3a^2/4)/12 = 3a^2/16\) for bcc, giving \(M = 0.31498\), \(c_{\rm sh} = -0.45681\) and \(M = 0.29764\), \(c_{\rm sh} = -0.43163\). The Wigner-Seitz cell assigns each point to its nearest image and so has the smallest \(M\) of all unit cells, a natural choice but an added convention.

**Potential alignment.** An alignment reads the potential difference \(\Delta\Phi\) between charged and bulk cells at a point \(\mathbf r_f\) far from the defect and adds \(-q\,\Delta\Phi\), the energy change of a net charge \(q\) when the potential is shifted by \(-\Delta\Phi\). Near \(\mathbf r_f\), \(\phi(\mathbf r_f-\mathbf r') = \phi(\mathbf r_f) + 2\pi r'^2/(3V) + {}\)a harmonic function vanishing at \(\mathbf r'=0\). A spherical free charge with moment \(Q_{\rm loc}\) therefore gives

\[ -q\,\Delta\Phi = -\frac{q^2\phi(\mathbf r_f)}{\varepsilon} - \frac{2\pi qQ_{\rm loc}}{3\varepsilon V}. \]

The second term is the Makov-Payne term, which confirms the sign: for a spherical free charge in a local homogeneous dielectric, alignment after subtraction of the point-charge potential supplies the \(L^{-3}\) correction. This does not carry over to every host. If the response is \(1/\varepsilon + bk^2\) in place of \(1/\varepsilon\), the missing \(\mathbf G=0\) term adds \(2\pi bq^2/V\) to \(E_{\rm corr}\) of a point charge but \(4\pi bq^2/V\) to \(-q\,\Delta\Phi\), and a \(k^0\) term that depends on the direction of \(\mathbf k\), which a cubic lattice allows, makes the \(L^{-3}\) part of \(\Delta\Phi\) depend on \(\mathbf r_f\). The first term survives when nothing is subtracted. In the cube \(\phi L = -0.09593\), \(-0.58252\) and \(-0.80194\) at the face centre, edge centre and corner. These values are tested by superposition. A bcc lattice is two interpenetrating sc lattices of edge \(a\), so \(-\alpha_{\rm bcc}a/L_{\rm bcc} = -\alpha_{\rm sc}+a\phi_{\rm corner}\). In the same way fcc adds three edge centres, and the sc lattice of edge \(a/2\) adds three face centres, three edge centres and the corner. The surviving term is positive at these points and scales as \(1/L\), opposite in sign to the Lany-Zunger reduction \(-(\pi/6)(1-1/\varepsilon)q^2/(\varepsilon L)\). The two do not cancel in general: the surviving term depends on \(\mathbf r_f\) and lacks the factor \(1-1/\varepsilon\). At the edge centre and the corner its coefficient, 0.58252 or 0.80194, exceeds \(\pi/6 = 0.5236\), so it outweighs the reduction for every \(\varepsilon\). At the face centre its coefficient 0.09593 offsets only part of the reduction once \((\pi/6)(1-1/\varepsilon) > 0.09593\), that is for \(\varepsilon\) above about 1.2. If the potential is averaged over the part of the cube outside a sphere of radius \(RL\), \(R\le\tfrac12\), then \(\langle\phi\rangle=0\) and the series of section 2 give the mean \(\phi L = -(2\pi R^2 - 4\pi\alpha R^3/3 + 8\pi^2R^5/15)/(1-4\pi R^3/3)\). For the inscribed sphere, \(R=\tfrac12\), this is \(-0.5241\), so with that region the two terms nearly cancel at large \(\varepsilon\), while a smaller \(R\) leaves part of the reduction uncancelled. That this compensation governs how the scheme performs in electronic-structure calculations is a conjecture, which these models do not test.

## 8. A discrete host

To see whether these statements survive without the continuum assumption, the program places \(N^3\) point-polarizable sites of polarizability \(\chi\) on a simple cubic lattice of unit spacing, \(L=N\), with a unit charge at the centre of one cube. The field of the charge and background at site \(i\) is \(\mathbf E^0_i = -\nabla\phi(\mathbf r_i)\). A dipole has the potential \(-\mathbf p_j\cdot\nabla\phi(\mathbf r-\mathbf r_j)\) and so the field \(H(\mathbf r_i-\mathbf r_j)\mathbf p_j\), where \(H\) is the Hessian of \(\phi\), with \(1/r\) removed for \(i=j\). The energy

\[ U = -\frac{\alpha}{2L} - \sum_i\mathbf p_i\cdot\mathbf E^0_i + \frac12\sum_{ij}\mathbf p_i\cdot\left(\chi^{-1}\delta_{ij} - H_{ij}\right)\mathbf p_j \]

is stationary at \(\sum_j(\chi^{-1}\delta_{ij}-H_{ij})\mathbf p_j = \mathbf E^0_i\), where it equals \(-\alpha/(2L) - \tfrac12\sum_i\mathbf p_i\cdot\mathbf E^0_i\). The equations are solved by Fourier transform, and the matrix is asserted to be positive definite. A uniform polarization produces the field \(\sum_jH_{ij}\mathbf p = (4\pi/3)\mathbf P\) at a site, by section 2 applied to the unit lattice, and this is also asserted. Then \(P = \chi(E+4\pi P/3)\) with \(P = (\varepsilon-1)E/4\pi\) gives the Clausius-Mossotti relation \(4\pi\chi/3 = (\varepsilon-1)/(\varepsilon+2)\), which sets \(\chi\) for \(\varepsilon=2\) and \(5\) without any fit.

Charges \(\pm e\) at \(\mathbf r\pm\mathbf d/2\) have second moment \(2e\,\mathbf r\cdot\mathbf d\), so \(Q = 2\sum_i\mathbf r_i\cdot\mathbf p_i\). This corresponds to the continuum moment, because \(\int r^2(-\nabla\cdot\mathbf P) = 2\int\mathbf r\cdot\mathbf P - \oint r^2\,\mathbf P\cdot d\mathbf S\), and \(\mathbf P\cdot\mathbf n=0\) on the cube faces: the mirror through the defect reverses the normal component between opposite faces, and periodicity makes it equal.

The sizes are \(N = 10, 12, 16, 20\). The energy is \(1/V\) times a sum over wave vectors \(k\propto1/L\) of a response whose small-\(k\) expansion has the orders \(k^{-2},k^0,k^2\) by inversion symmetry, so its size dependence runs in \(L^{-1},L^{-3},L^{-5}\). The four energies are solved for \(U = U_\infty - S/L + B/L^3 + C/L^5\). The moment is fitted to \(L^2, 1, L^{-2}\), and \(L\) times the corner potential to \(1,L^{-2},L^{-4}\). The far bound density is the difference of layer polarizations across the cell face at \(N=20\), an average over the layer that does not resolve variations within it.

| quantity | \(\varepsilon=2\) | predicted | \(\varepsilon=5\) | predicted |
|---|---|---|---|---|
| \(\rho_{\rm far}V/q\) | 0.50000 | 0.50000 | 0.80000 | 0.80000 |
| \(Q/(qL^2)\) | 0.12500 | 0.12500 | 0.20000 | 0.20000 |
| corner potential, \(q/L\) | −0.40097 | −0.40097 | −0.16045 | −0.16039 |
| \(S/q^2\) | 0.70933 | 0.70932 | 0.28388 | 0.28373 |

The far screening charge has the predicted layer average, its moment grows as \(L^2\), and the \(c_{\rm sh}\) it implies is \(-0.36908\) for both \(\varepsilon\). The slope of the energy is nevertheless \(\alpha/(2\varepsilon)\), asserted to 0.2% of that value. The Lany-Zunger slopes are 0.57842 and 0.19995, which lie \(1 - 0.57842/0.70932 = 18\%\) and \(1 - 0.19995/0.28373 = 30\%\) below the monopole values, and the program asserts that the computed slope differs from them by more than 10%. At \(\varepsilon=5\) the computed slope exceeds \(\alpha/(2\varepsilon)\) by \(0.00015/0.28373 = 0.05\%\). That this residue comes from the powers omitted in the fit is a conjecture.

## 9. Worked example

Take the round model parameters \(q=+2e\), \(\varepsilon=10\), \(L=10\) Å. Energies in eV follow by replacing \(e^2\) with \(e^2/(4\pi\varepsilon_0) = 14.39965\) eV Å. Four decimals are kept to show the arithmetic, not as a claim about any crystal.

The local charge is \(2/10 = 0.200\,e\) and the uniform charge \(2\times0.9 = 1.800\,e\), a density of \(1.800/1000 = 0.00180\ e/\text{Å}^3\). The energy scale is \(q^2/(\varepsilon L) = 14.39965\times4/(10\times10) = 0.57599\) eV. For sc:

- monopole term: \(0.57599\times2.837297/2 = 0.8171\) eV;
- second moment: \(Q = 1.800\times0.25\times100 = 45.0\ e\,\text{Å}^2\);
- second-moment term: \(-(2\pi/3)\times14.39965\times2\times45.0/(10\times1000) = -0.2714\) eV;
- sum: \(E_{\rm LZ} = 0.8171-0.2714 = 0.5457\) eV, in agreement with the factor \(1 - 0.36908\times0.9 = 0.6678\) times \(0.8171\) eV.

| lattice | \(Q\) (\(e\,\)Å\(^2\)) | monopole (eV) | \(Q\) term (eV) | factor | \(E_{\rm LZ}\) (eV) |
|---|---|---|---|---|---|
| sc | 45.000 | 0.8171 | −0.2714 | 0.6678 | 0.5457 |
| fcc | 42.522 | 0.8318 | −0.2565 | 0.6917 | 0.5753 |
| bcc | 42.413 | 0.8319 | −0.2558 | 0.6925 | 0.5760 |

For comparison give the free charge an rms radius of 2 Å, so that \(Q_{\rm loc} = 2\times2^2 = 8\ e\,\text{Å}^2\) and the Makov-Payne term of the free charge is \(-0.2714\times8/45 = -0.0483\) eV. This is the whole \(L^{-3}\) term only if the host screens locally with the bulk \(\varepsilon\) down to the centre, which section 4 does not promise at 2 Å. A point charge in an unscreened core of radius \(R\) has its bound charge \(-q(1-1/\varepsilon)\) on the core surface and an \(L^{-3}\) term \(+2\pi q^2R^2(1-1/\varepsilon)/(3V)\), about \(+0.43\) eV for \(R=2\) Å. Doubling the sc cell to \(L = 20\) Å takes the monopole term to 0.4086 eV and the uniform-charge term to \(-0.1357\) eV, both halved, and the local term to \(-0.0060\) eV, an eighth.

For a point charge in the continuum model, an energy corrected with \(E_{\rm LZ}\) alone lies 0.27 eV below the isolated value at 10 Å and 0.14 eV below at 20 Å, a third of the monopole term in each case. The residue is linear in \(1/L\), so an extrapolation to \(1/L=0\) still reaches the isolated value. An alignment without subtraction adds \(0.57599\times0.09593 = 0.0553\) eV at the face centre, \(0.3355\) eV at the edge centre and \(0.4619\) eV at the corner. The net error relative to the isolated energy at 10 Å becomes \(-0.2714+0.0553 = -0.22\) eV, \(-0.2714+0.3355 = +0.06\) eV and \(-0.2714+0.4619 = +0.19\) eV, so both its sign and its size depend on where the potential is read.

## Numbers as computed

```
sc: alpha=2.837297 M=0.250000 M(grid)=0.25000 c_sh=-0.36908 1+c_sh=0.63092
sc: exp charge a=0.04 L: E_iso-E_per=1.3784364, MP=1.3784364 q^2/L
fcc: alpha=2.888282 M=0.236235 M(grid)=0.23625 c_sh=-0.34260 1+c_sh=0.65740
fcc: exp charge a=0.04 L: E_iso-E_per=1.4039287, MP=1.4039287 q^2/L
bcc: alpha=2.888462 M=0.235630 M(grid)=0.23563 c_sh=-0.34171 1+c_sh=0.65829
bcc: exp charge a=0.04 L: E_iso-E_per=1.4040184, MP=1.4040184 q^2/L
exp charge: Q=0.01920 q L^2, E_iso=3.906250 q^2/L
Hessian at 0 (1/L^3): cubic 4.1888; c/a=2 xx=9.0325 zz=-5.4987
fcc primitive cell: M=0.31498 c_sh=-0.45681
bcc primitive cell: M=0.29764 c_sh=-0.43163
cube: <1/r>=2.380077, <phi-1/r>=-2.380077, <quadratic kernel>=0.06638 1/L
cube phi (1/L): face=-0.09593 edge=-0.58252 corner=-0.80194
dipole lattice eps=2, N=[10, 12, 16, 20]:
  rho_far*V=0.50000 q, 1-1/eps=0.50000
  Q/L^2=0.12500 q, predicted 0.12500; c_sh=-0.36908
  corner potential=-0.40097, phi_corner/eps=-0.40097 q/L
  1/L slope=0.70933, monopole=0.70932, LZ=0.57842 q^2
dipole lattice eps=5, N=[10, 12, 16, 20]:
  rho_far*V=0.80000 q, 1-1/eps=0.80000
  Q/L^2=0.20000 q, predicted 0.20000; c_sh=-0.36908
  corner potential=-0.16045, phi_corner/eps=-0.16039 q/L
  1/L slope=0.28388, monopole=0.28373, LZ=0.19995 q^2
example: q=2 e, eps=10, L=10 A, e^2/(4 pi eps0)=14.39965 eV A
local charge=0.200 e, uniform=1.800 e, density=0.00180 e/A^3
energy scale q^2/(eps L)=0.57599 eV
sc: Q=45.000 e A^2, monopole=0.8171 eV, Q term=-0.2714 eV
sc: factor=0.6678, E_LZ=0.5457 eV
fcc: Q=42.522 e A^2, monopole=0.8318 eV, Q term=-0.2565 eV
fcc: factor=0.6917, E_LZ=0.5753 eV
bcc: Q=42.413 e A^2, monopole=0.8319 eV, Q term=-0.2558 eV
bcc: factor=0.6925, E_LZ=0.5760 eV
localized charge: rms radius=2.0 A, Q_loc=8.00 e A^2
sc L=10 A: monopole=0.8171, uniform Q=-0.2714, local Q=-0.0483 eV
sc L=20 A: monopole=0.4086, uniform Q=-0.1357, local Q=-0.0060 eV
sc raw alignment -q*phi_far at face: 0.0553 eV
sc raw alignment -q*phi_far at edge: 0.3355 eV
sc raw alignment -q*phi_far at corner: 0.4619 eV
```
